# A Straight Mott–Schottky Plot Does Not Prove Doping

A simulated organic diode, 100 nm thick, contains no dopant at all. Between 0.61 and 0.72 V its plot of $C^{-2}$ against forward voltage is fitted by a straight line with $R^2=0.9986$. The usual reading of that line is a dopant density of $2.8\times10^{16}\ \mathrm{cm^{-3}}$ and a built-in voltage of 1.10 V, close to the 1.00 V put into the model. Where does the density come from?

## The belief and its appeal

The belief is that a straight Mott–Schottky plot shows a uniformly doped film whose density is given by the slope. For a film doped heavily enough to keep a neutral region beside the depleted one, the slope formula is sound. Let $N$ donors per volume be depleted over a width $w$ next to the anode, and let $C$ be the capacitance per area. The field falls linearly to zero across $w$, so the potential drop is

$$V_d-V=\frac{eNw^2}{2\varepsilon},\qquad C=\frac{\varepsilon}{w}.$$

Here $V$ is the forward voltage and $V_d$ the voltage at which depletion vanishes. Eliminating $w$ gives

$$\frac1{C^2}=\frac{2(V_d-V)}{e\varepsilon N},\qquad N_{\rm app}\equiv-\frac{2}{e\varepsilon\,d(C^{-2})/dV}.$$

The second expression returns $N$ for this film. It also returns a number for any other diode whose capacitance rises with $V$. Well below $V_d$, such doping implies a straight line; the converse needs a separate argument, and for thin films it fails.

## An undoped diode

Let electrons enter at a cathode, $x=0$, and leave at an anode, $x=L$, that injects no holes. The model is one-dimensional, with Boltzmann statistics, constant mobility $\mu$ and the Einstein relation $D=\mu kT/e$. Equations are in SI form. With electrostatic potential $\phi$ and electron density $n$, define

$$\psi=\frac{e\phi}{kT},\qquad \nu=\frac{e^2n}{\varepsilon kT}.$$

The charge density is $-en$, so Poisson's equation $\phi''=en/\varepsilon$ becomes $\psi''=\nu$. Electrons drift towards higher potential and diffuse towards lower density; their flux, in the units of $\nu$, is $D(\nu\psi'-\nu')$. Continuity then reads

$$\frac1D\frac{\partial\nu}{\partial t}=-(\nu\psi'-\nu')'.$$

The boundary values are $\psi(0)=0$ and $\psi(L)=-e(V_{bi}-V)/kT$. The contact densities are held at $n_c$ and $n_ce^{-eV_{bi}/kT}$.

Well below flat band the net flux is negligible beside its drift and diffusion parts, except close to the anode, where there is hardly any charge. Then $\nu'=\nu\psi'$. Multiplying $\psi''=\nu$ by $\psi'$ gives $\psi'\psi''=\nu'$, which integrates to

$$\psi'^2=2\nu+q^2 .$$

The constant $q$ measures the field beyond the injected charge. Since $\psi$ falls towards the anode, $\nu'=-\nu\sqrt{2\nu+q^2}$. Try $\nu=(q^2/2)/\sinh^2 s$. The root becomes $q\coth s$, while differentiation gives $\nu'=-2\nu s'\coth s$. Hence $s'=q/2$, and

$$\nu=\frac{q^2}{2\sinh^2[q(x+a)/2]},\qquad \sinh\frac{qa}{2}=\frac{q}{\sqrt{2\nu_c}},$$

where $\nu_c=\nu(0)$ fixes $a$. For $q\to0$ the injected density has a simple tail:

$$n=\frac{2\varepsilon kT}{e^2(x+x_0)^2},\qquad x_0=\sqrt{\frac{2}{\nu_c}}=\sqrt{\frac{2\varepsilon kT}{e^2n_c}} .$$

## What the capacitance measures

Now take $qL\gg1$. At the anode $\sinh^2$ is a quarter of an exponential, so $\nu(L)=2q^2e^{-q(L+a)}$. This zero-flux solution obeys $\nu=\nu_ce^{\psi}$. Under bias the true density at the anode differs from it, but both are too small to affect the potential. Hence

$$\psi(L)=\ln\frac{2q^2}{\nu_c}-qL-2\,\mathrm{arcsinh}\frac{q}{\sqrt{2\nu_c}} .$$

The anode's surface charge is $\sigma=\varepsilon\phi'(L)=-(\varepsilon kT/e)q$, and $dV=(kT/e)\,d\psi(L)$. Therefore $C=d\sigma/dV=-\varepsilon\,dq/d\psi(L)$, or

$$w\equiv\frac{\varepsilon}{C}=-\frac{d\psi(L)}{dq}=L-\frac2q+\frac{2}{\sqrt{2\nu_c+q^2}}\simeq L+x_0-\frac2q .$$

The last step needs $q^2\ll2\nu_c$. Injected electrons fill a layer near the cathode and shorten the effective dielectric. As forward bias lowers $q$, the layer spreads and $w$ shrinks, just as a depletion width would.

The apparent density follows by the chain rule. From $w$ we have $dw/dq=2/q^2$; from $C$ we have $dq/dV=-e/(kTw)$. Thus

$$\frac{d(C^{-2})}{dV}=\frac{2w}{\varepsilon^2}\,\frac{2}{q^2}\left(-\frac{e}{kTw}\right)=-\frac{4e}{\varepsilon^2kTq^2},$$

$$N_{\rm app}=\frac{\varepsilon kTq^2}{2e^2}=\frac{2\varepsilon kT}{e^2(L-w+x_0)^2}.$$

This is the injected tail found above, evaluated at the distance $L-w$ from the cathode. In this regime the "doping profile" is the zero-field profile of injected electrons.

The example has $T=300$ K, relative permittivity 3.5, $V_{bi}=1.00$ V and $n_c=10^{19}\ \mathrm{cm^{-3}}$, so $x_0=1.0$ nm. For $L=100$ nm the natural density $\varepsilon kT/(e^2L^2)$ is $5.00\times10^{14}\ \mathrm{cm^{-3}}$. At 0.40 V the simulated width is 90.88 nm, and the formula gives

$$N_{\rm app}=5.00\times10^{14}\times\frac{2\,(100)^2}{(100-90.88+1.00)^2}=9.8\times10^{16}\ \mathrm{cm^{-3}} .$$

The slope of the simulated $C^{-2}$ gives the same value to two digits. From 0.05 to 0.40 V the two agree within 1%, relative to the formula.

## Why part of the plot looks straight

The formula also shows that the whole plot cannot be straight. The reading falls from $2.6\times10^{17}$ at 0.10 V to $9.8\times10^{16}\ \mathrm{cm^{-3}}$ at 0.40 V, so $C^{-2}$ steepens with forward bias. Since $C^{-2}$ cannot fall below zero, the steepening must end; for an anode that lets electrons leave, the opposite limit shows how.

Far above flat band, drift dominates. Let $F$ be the field magnitude, with $F(0)=0$ at a cathode that can supply all the current the film carries. The uniform total current density is

$$J=\varepsilon\mu FF'+\varepsilon\frac{\partial F}{\partial t}.$$

In the steady state $F_0=b\sqrt{x}$, with $b^2=2J/(\varepsilon\mu)$. Add a small current $\delta J\,e^{i\omega t}$ and write the field response as $f_0+f_1$, in orders of $\omega$. Linearization gives

$$\varepsilon\mu(F_0f_0)'=\delta J,\qquad \mu(F_0f_1)'=-i\omega f_0 .$$

Integrating each from the cathode,

$$f_0=\frac{\delta J\sqrt{x}}{\varepsilon\mu b},\qquad f_1=-\frac{2i\omega\,\delta J\,x}{3\varepsilon\mu^2b^2}.$$

A further integral over the film gives the impedance per area,

$$Z=\frac{\delta V}{\delta J}=R-i\omega S,\qquad R=\frac{2L^{3/2}}{3\varepsilon\mu b},\quad S=\frac{L^2}{3\varepsilon\mu^2b^2}.$$

To first order $1/Z=1/R+i\omega S/R^2$. The capacitance is the coefficient of $i\omega$:

$$C=\frac{S}{R^2}=\frac{L^2}{3\varepsilon\mu^2b^2}\,\frac{9\varepsilon^2\mu^2b^2}{4L^3}=\frac34\,\frac{\varepsilon}{L}.$$

Write $C_g=\varepsilon/L$. Simulations with a stronger cathode, of $3\times10^{20}\ \mathrm{cm^{-3}}$, approach this limit: $C/C_g$ is 0.788 at 7.5 V and 0.760 at 60 V above $V_{bi}$. The second voltage means a field of 6 MV/cm, more than typical organic films withstand; it serves only to check the mathematical limit. With a cathode that can supply the current, the capacitance thus starts above $C_g$, rises, and must later fall below $C_g$, towards $3C_g/4$. It therefore has a maximum, where the slope of $C^{-2}$ vanishes. The slope first grows in size and later returns to zero, so it has an extremum in between. At that inflection the curvature is zero, and a short stretch of the curve looks straight. The maximum is sufficient for an inflection but not necessary. If the anode blocks electrons, $C$ keeps rising up to $V_{bi}$, yet $C^{-2}$ of the 100 nm film still has an inflection, near 0.75 V, with an apparent density of $1.0\times10^{16}\ \mathrm{cm^{-3}}$, about 2.7 times lower than for the extracting anode treated below.

The region between the limits needs the full equations. For a small voltage change they are linearized in time, and $C$ is the coefficient of $i\omega$ in the total current, conduction plus displacement, at low frequency. In the 100 nm film $C/C_g$ peaks at 1.39 near 0.75 V. The steepest point lies at 0.663 V, where $C/C_g=1.288$ and $N_{\rm app}=2.64\times10^{16}\ \mathrm{cm^{-3}}$. A straight line fitted over the surrounding window averages smaller slopes, hence its slightly larger $2.8\times10^{16}$.

At the steepest point the tail formula no longer suffices. There $w=100/1.288=77.6$ nm, for which it gives $1.8\times10^{16}\ \mathrm{cm^{-3}}$, about 30% below the simulated reading. Nor is the reading the density in the bulk: the mid-film electron density at this voltage is $1.1\times10^{15}\ \mathrm{cm^{-3}}$, smaller by a factor of 23.

## Why the density follows the thickness

The thickness law does not rely on the tail formula. Set $X=x/L$, $\tilde\nu=L^2\nu$ and $\tilde t=Dt/L^2$. Poisson's equation and continuity then contain no $L$. At the cathode the density is so high that drift and diffusion nearly cancel, and for $x_0\ll x\ll L$ it joins the tail $\tilde\nu=2/X^2$, which contains neither $L$ nor $n_c$. At the anode the density is practically zero.

The applied voltage needs one more step. Only gradients of $\psi$ enter the equations, so a constant may be added: $\tilde\psi=\psi+\ln(\nu_cL^2)$. Near the cathode $\tilde\psi=\ln\tilde\nu$, again free of $L$. At the anode

$$\tilde\psi(1)=\frac{e(V-V_{bi})}{kT}+\ln(\nu_cL^2).$$

Hence $C/C_g$ is one function of this combination. Write $g=(C_g/C)^2$ and $\eta=eV/kT$. Since $C^{-2}=gL^2/\varepsilon^2$, the steepest slope gives

$$N_{\rm app}=K\frac{\varepsilon kT}{e^2L^2},\qquad K=\frac{2}{\max|dg/d\eta|}.$$

The same point of the curve moves with thickness as $V_*=\text{const}-(2kT/e)\ln L$. Both statements hold for $x_0\ll L$ and a negligible anode density, at fixed $V_{bi}$ and $n_c$.

The simulations keep the real lengths and a fixed $n_c$, so they can test the law:

| $L$ (nm) | $V_*$ (V) | $N_{\rm app}$ (cm$^{-3}$) | $K$ |
|---|---|---|---|
| 50 | 0.698 | $1.04\times10^{17}$ | 51.7 |
| 100 | 0.663 | $2.64\times10^{16}$ | 52.7 |
| 200 | 0.627 | $6.66\times10^{15}$ | 53.2 |
| 400 | 0.592 | $1.67\times10^{15}$ | 53.5 |

The slopes are finite differences with a 10 mV bias step, which raises $N_{\rm app}$ and $K$ by about 0.3% at 100 nm. The fitted exponent is $-1.98$. The small drift of $K$ accompanies the change of $x_0/L$ from 2% to 0.25%. From 50 to 400 nm the steepest point moves by $-106.7$ mV; the logarithm predicts $-2(25.85)\ln8=-107.5$ mV.

The size of $K$ has a simple reading. A doped film of density $K\varepsilon kT/(e^2L^2)$ would be depleted through its full thickness by

$$\frac{eN_{\rm app}L^2}{2\varepsilon}=\frac K2\,\frac{kT}{e}\approx26.4\times25.85\ \mathrm{mV}\approx0.68\ \mathrm{V}.$$

That is an ordinary diode voltage, so the false density raises no suspicion by itself.

## Injection as the cause, and doping as the rival

If injected charge makes the signal, blocking it should remove the signal. With $n_c$ lowered to $10^{12}\ \mathrm{cm^{-3}}$ and $V_{bi}$ unchanged, the 100 nm film keeps $C=C_g$ to within 0.003% from 0 to 1.2 V.

Real donors can hide behind the injected charge. With $10^{15}\ \mathrm{cm^{-3}}$ of them in the 100 nm film, the steepest-point reading is $2.55\times10^{16}\ \mathrm{cm^{-3}}$, about 25 times the true density. It is even 3.4% lower than the undoped reading, so the two contributions do not simply add.

Sufficient doping behaves differently. With $10^{17}\ \mathrm{cm^{-3}}$ donors, films of 200 and 400 nm both return $1.00\times10^{17}$ at 0.10 V and at 0.40 V. Undoped films read at the same voltages give $6.0\times10^{16}$ and $2.1\times10^{16}$ for 200 nm, but $1.4\times10^{16}$ and $4.4\times10^{15}$ for 400 nm. At fixed voltage the thickness ratio exceeds four because the curves are also displaced.

For trap-free diodes of this kind, then, a density is credible when it stays constant over a wide range of bias, does not change with thickness, and lies far above $K\varepsilon kT/(e^2L^2)$. The two doped films exceed that value by factors of about 15 and 60; the crossover below them was not mapped.

## When both contacts inject

Many thin diodes also inject holes, which this model excludes. A partial answer follows if the excess capacitance rises exponentially, an assumption here and not a result:

$$C=C_g(1+y),\qquad \frac{dy}{dV}=\frac{e}{mkT}\,y .$$

Then $d(C^{-2})/dV=-2C_g^{-2}(1+y)^{-3}\,ey/(mkT)$, and with $C_g=\varepsilon/L$

$$N_{\rm app}=m\,\frac{\varepsilon kT}{e^2L^2}\,\frac{(1+y)^3}{y}.$$

The last factor is smallest where $3y=1+y$, so $y=1/2$ and the factor is $27/4$. The inverse-square law survives with $K=6.75\,m$. Where electrons and holes are equally dense, each density grows as $e^{eV/2kT}$, which suggests $m=2$. For the 100 nm film this gives $6.8\times10^{15}\ \mathrm{cm^{-3}}$, about four times below the electron-only reading. The layers injected near the contacts add a capacitance that rises more slowly, so $m$ is not truly constant and the real drop should be smaller. Recombination, also ignored here, limits the stored charge and should reduce the drop further. The value of $K$ thus depends on the contacts, and this estimate gives only its order of magnitude.

## The model beside real films

A thickness near 100 nm, a relative permittivity of 3 to 4 and a built-in voltage near 1 V are roughly typical of organic diodes. Their mobilities span orders of magnitude; the value used here is $10^{-4}\ \mathrm{cm^2/Vs}$. At that mobility a 1 kHz measurement changes the 100 nm reading by less than 0.01%, but much slower carriers would break the low-frequency limit. With $10^{21}$ sites per cm³ and a 2.4 eV gap, the anode holds about 0.3 holes per cm³, so neglecting holes is consistent for these contacts. The assumption most readily broken is the one-sided injection, whose effect on $K$ was only roughly estimated above. Energetic disorder probably matters less in this example: for a Gaussian width of 75 meV the ratio $D/\mu$ exceeds $kT/e$ by 2% at a density equal to $N_{\rm app}$ and by 35% at $n_c$. Its full effect was not simulated, but lowering $n_c$ tenfold moves the reading by only $-4\%$. Image forces lower the anode barrier by about 29 meV at the steepest point. This raises the electron density injected from the anode about threefold, but that density stays below $10^3\ \mathrm{cm^{-3}}$ and its charge is negligible. The image well matters in another way: it reaches several nanometres into the film and draws electrons out earlier. Adding the classical image potential at the anode, cut off at 0.5 nm, raises the 100 nm reading by about 13% ($K\approx60$) and moves the steepest point by about $-15$ mV. It also brings in a length that does not scale with $L$, so $K$ need not stay as constant as in the table. A change of $V_{bi}$ itself is harmless while the anode density stays negligible: reducing it by 200 mV shifts the curve by 200 mV and leaves the apparent density unchanged. Traps are left out, and their charge could alter the slope by an amount not estimated here.

The remaining values are in the numerical output below. For the 100 nm film the nearly straight stretch is a real feature of the curve, but it surrounds an inflection and its local slope is not constant. Well below flat band, the slope records how injected electrons spread from the cathode; near the steepest point, electrons leaving through the anode affect it too.

## Calculated quantities

```
Temperature 300 K; kT/e = 25.85 mV; eps_r = 3.5
V_bi = 1.00 V; n_c = 1.0e+19 cm^-3; mobility = 1e-04 cm2/Vs
Accumulation length x0 = 1.000 nm
Undoped films, steepest point of C^-2(V):
 L=50 nm: C_g=61.98 nF/cm2, V=0.6983 V, N_app=1.035e+17 cm^-3, K=51.73
 L=100 nm: C_g=30.99 nF/cm2, V=0.6630 V, N_app=2.637e+16 cm^-3, K=52.74
 L=200 nm: C_g=15.49 nF/cm2, V=0.6274 V, N_app=6.656e+15 cm^-3, K=53.24
 L=400 nm: C_g=7.75 nF/cm2, V=0.5916 V, N_app=1.673e+15 cm^-3, K=53.52
Fitted thickness exponent = -1.9839
Voltage shift 50 to 400 nm: -106.7 mV; scaling law -107.5 mV
Density unit eps kT/(e^2 L^2), 100 nm = 5.000e+14 cm^-3
100 nm film, C-V profile against injected profile:
 V=0.10 V: C/C_g=1.0551, w=94.78 nm, N_app=2.607e+17, formula=2.586e+17 cm^-3
 V=0.20 V: C/C_g=1.0652, w=93.88 nm, N_app=1.983e+17, formula=1.973e+17 cm^-3
 V=0.30 V: C/C_g=1.0793, w=92.65 nm, N_app=1.440e+17, formula=1.435e+17 cm^-3
 V=0.40 V: C/C_g=1.1004, w=90.88 nm, N_app=9.778e+16, formula=9.762e+16 cm^-3
Largest C-V profile error, 0.05-0.40 V = 0.97 %
Largest zero-field density error = 0.0074 %
Peak C/C_g = 1.3914 at V = 0.75 V
C/C_g at steepest point = 1.2881
Line fit 0.61-0.72 V: R^2 = 0.99856
 line N_app = 2.821e+16 cm^-3; intercept = 1.103 V
Mid-film electron density at steepest point = 1.143e+15 cm^-3
Static-charge check, largest C difference = 0.0021 %
Solver check, C/C_g at V-V_bi = 7.5 V: 0.7883; 60.0 V: 0.7600
 extrapolated drift limit = 0.7505 (theory 0.75)
Blocked cathode (1e12 cm^-3): max |C/C_g-1| = 2.65e-05
n_c = 1e18 cm^-3: N_app = 2.534e+16 cm^-3 (-3.90 %)
V_bi = 0.8 V: N_app change +0.000 %, voltage shift -200.0 mV
Mesh 400 to 800 cells: N_app change -0.0005 %
Frequency 1 kHz: N_app change +0.006 %
100 nm, donors 1e+15 cm^-3: N_app = 2.548e+16 cm^-3 (-3.40 %)
200 nm, donors 1e+17 cm^-3: N_app = 1.000e+17 (0.10 V), 1.000e+17 cm^-3 (0.40 V)
400 nm, donors 1e+17 cm^-3: N_app = 1.000e+17 (0.10 V), 1.000e+17 cm^-3 (0.40 V)
200 nm undoped: N_app = 5.980e+16 (0.10 V), 2.103e+16 cm^-3 (0.40 V)
400 nm undoped: N_app = 1.362e+16 (0.10 V), 4.433e+15 cm^-3 (0.40 V)
Gap 2.4 eV, sites 1e+21 cm^-3: anode holes = 3.0e-01 cm^-3
Anode field: 0.0938 MV/cm at 0 V, 0.0204 MV/cm at steepest point
Image-force lowering at steepest point = 29.0 meV
Gaussian disorder 75 meV, Einstein ratio: 1.0221 at N_app, 1.347 at n_c
```
